# Mean velocity and KPZ coefficient of the single-step growth model, part 1

(Sections cited here and not found follow in the second part.)

## 1. From deposition events to the mean velocity

### The form fixed by dimensions and symmetry

Let a surface profile have site spacing $a$ along the substrate and height step $b$ perpendicular to it, and let deposition be attempted at rate $k$ per site. The growth rule below compares heights only with heights and never rotates a height into a horizontal distance. Vertical length $V$, horizontal length $H$ and time $T$ can therefore be treated as three independent dimensions. The mean velocity $v$ has dimension $V/T$ and the mean physical slope $M$ has dimension $V/H$, so the stationary velocity must have the form

$$
v=bk\,F(m),\qquad m=\frac{aM}{b},
$$

where $F$ is a dimensionless function of the dimensionless slope $m$. The Kardar-Parisi-Zhang (KPZ) coefficient $\lambda$ multiplies half the squared slope to give a velocity. Its dimension is $(V/T)(H/V)^2=H^2/(VT)$, and the one combination of $a,b,k$ with this dimension is $ka^2/b$. Hence

$$
\lambda=C\,\frac{ka^2}{b},
$$

with a pure number $C$.

Symmetry restricts $F$ further. The rule treats left and right alike, and reflection changes $m$ into $-m$, so $F(m)=F(-m)$. At $m=\pm1$ every step has the same sign, there is no local minimum to fill, and $F(\pm1)=0$. These facts permit $F=(1-m^2)/2$, but they equally permit $(1-m^2)(1+m^2)/2$. The value of $C$ has to come from the stationary statistics of the surface. The result derived here is

$$
F(m)=\frac{1-m^2}{2},\qquad C=F''(0)=-1 .
$$

From here to the end of this half, $a=b=k=1$.

### The growth rule and its conventions

Sites are labelled by integers $i$ and carry integer heights $h_i$. Neighbouring heights obey

$$
s_i\equiv h_{i+1}-h_i=\pm1 .
$$

The variable $s_i$ belongs to the bond between sites $i$ and $i+1$. Site $i$ is a local minimum if both neighbours are higher, that is, if $h_{i-1}=h_{i+1}=h_i+1$. Each local minimum is filled at rate 1, independently of all others, and filling means

$$
h_i\to h_i+2 .
$$

The increment must be 2: an increment of 1 would make $h_i$ equal to its neighbours and violate the constraint. After the event site $i$ lies one unit above both neighbours and has become a local maximum.

"Unit deposition rate" refers to attempts. Each site receives attempts at rate 1, and an attempt at a site that is not a minimum is rejected. It does not mean that one unit of material is added per site and unit time. If the rate were instead assigned per unit of deposited mass, the velocity would be fixed by that assignment and would carry no information on the slope.

To keep a mean slope while using a finite number of sites, take a ring of $L$ bonds with the tilted boundary condition

$$
h_{i+L}=h_i+mL .
$$

If $N$ bonds have $s=-1$ and $L-N$ have $s=+1$, the total rise around the ring is

$$
mL=(L-N)-N=L-2N,
$$

so that

$$
\rho\equiv\frac NL=\frac{1-m}{2},\qquad 1-\rho=\frac{1+m}{2}. \tag{1}
$$

The slope is thus set by $N$, and the accessible slopes are spaced by $2/L$.

In a simulation, choose one site at random per attempt and advance time by $1/L$. One unit of time then contains $L$ attempts, which is one per site on average. Filling all minima simultaneously is a different model. A flat zigzag surface has minima on half its sites, and simultaneous filling turns it into the shifted zigzag. Repeating this with one update per unit time gives a velocity $2\times\frac12=1$, whereas the rule used here will be seen to give $\frac12$.

### Down-slopes as exclusion particles

Call a bond with $s=-1$ occupied by a particle and a bond with $s=+1$ empty. A bond has one slope, so it holds at most one particle.

Site $i$ lies between bonds $i-1$ and $i$. If it is a minimum, then

$$
s_{i-1}=h_i-h_{i-1}=-1,\qquad s_i=h_{i+1}-h_i=+1 .
$$

Raising $h_i$ by 2 adds 2 to the first difference and subtracts 2 from the second, which gives

$$
(s_{i-1},s_i):\quad(-1,+1)\to(+1,-1). \tag{2}
$$

In particle language, the left bond was occupied and the right one empty, and afterwards the reverse holds. One particle has hopped one bond to the right. Conversely, every particle with an empty bond on its right marks a minimum and can hop at rate 1. The rule is therefore the totally asymmetric exclusion process: particles hop to the right at rate 1 if the target is empty, and they do not hop to the left.

The slopes determine the heights up to one additive constant. The mapping keeps track of that constant if hops are counted. Let $Q_i(t)$ be the number of hops from bond $i-1$ to bond $i$ up to time $t$. Each of them raises site $i$ by 2, so

$$
h_i(t)=h_i(0)+2Q_i(t). \tag{3}
$$

The mean velocity is twice the stationary particle current. Had up-slopes been chosen as particles, they would hop to the left. The number of hops and the velocity would be the same.

### The stationary distribution on a ring

Let $P(\mathcal C,t)$ be the probability of a slope configuration $\mathcal C$ with fixed $N$, where $0<N<L$. Denote by $n(\mathcal C)$ the number of its local minima. Each minimum offers one exit at rate 1. The master equation is

$$
\frac{dP(\mathcal C,t)}{dt}
=\sum_{\mathcal C'\to\mathcal C}P(\mathcal C',t)-n(\mathcal C)P(\mathcal C,t), \tag{4}
$$

where the sum runs over the configurations that lead to $\mathcal C$ by one filling event.

By equation (2), an event that has just produced $\mathcal C$ leaves behind the pair $(+1,-1)$, which is a local maximum. Each maximum of $\mathcal C$ gives one predecessor, obtained by lowering that site by 2. The number of terms in the sum is therefore the number of maxima. Going once around the ring, changes from down to up alternate with changes from up to down, so there are as many minima as maxima. The sum has $n(\mathcal C)$ terms.

If $P$ has the same value for all configurations, the two terms of (4) cancel. The uniform distribution is stationary:

$$
P_{\rm st}(\mathcal C)=\binom LN^{-1}. \tag{5}
$$

It must also be shown that the ring reaches this distribution from any start. First, any configuration can be turned into any other. Unroll the ring and number the particles from left to right, with positions $x_j$ and $x_{j+N}=x_j+L$. Give them target positions $y_j$ in the same order, with $y_{j+N}=y_j+L$, and shift all targets to the right by enough whole turns that $y_j\ge x_j$ for every $j$. Suppose particle $j$ has not arrived and is blocked, so $x_{j+1}=x_j+1$. Because $y_{j+1}\ge y_j+1\ge x_j+2>x_{j+1}$, the blocking particle has not arrived either. Following the blocked particles to the right must end at a free bond, since the ring is not full. Some particle that has not arrived can therefore hop, and repeating the argument brings all of them to their targets.

Consequently the probability of going from any $\mathcal C'$ to any $\mathcal C$ during one unit of time is at least some $\epsilon>0$. This includes $\mathcal C'=\mathcal C$, since it is possible that nothing happens. Because the uniform distribution is preserved, these probabilities, summed over the starting configuration $\mathcal C'$, give 1. Thus $P(\mathcal C,t+1)$ is a weighted average of the values $P(\mathcal C',t)$ with all weights at least $\epsilon$. The largest value falls by at least $\epsilon$ times the difference between largest and smallest, and the smallest rises by at least the same amount. The difference shrinks at least by the factor $1-2\epsilon$ per unit time and tends to zero. The uniform distribution is the unique stationary one, and every initial surface with the given slope approaches it.

### Counting the minima

Site $i$ is a minimum if bond $i-1$ is occupied and bond $i$ is empty. The remaining $L-2$ bonds then hold $N-1$ particles. With all configurations equally likely,

$$
p_L=\frac{\binom{L-2}{N-1}}{\binom LN}
=\frac{(L-2)!}{(N-1)!\,(L-N-1)!}\,
\frac{N!\,(L-N)!}{L!}.
$$

Using $N!/(N-1)!=N$, $(L-N)!/(L-N-1)!=L-N$ and $L!/(L-2)!=L(L-1)$,

$$
p_L=\frac{N(L-N)}{L(L-1)} . \tag{6}
$$

Equation (1) gives $N=L(1-m)/2$ and $L-N=L(1+m)/2$, whose product is $L^2(1-m^2)/4$. Therefore

$$
p_L=\frac{L}{L-1}\,\frac{1-m^2}{4}.
$$

Each minimum rises by 2 at rate 1, so the ring velocity is

$$
v_L(m)=2p_L=\frac{L}{L-1}\,\frac{1-m^2}{2}. \tag{7}
$$

For $L\to\infty$ at fixed slope,

$$
v(m)=2\rho(1-\rho)=\frac{1-m^2}{2}. \tag{8}
$$

The factor $L/(L-1)$ has a simple origin. If a bond is known to be occupied, only $N-1$ particles remain for the other $L-1$ bonds. The chance that the next bond is empty is $(L-N)/(L-1)$, slightly larger than $(L-N)/L$. A simulation result from a ring should be multiplied by $(L-1)/L$ before it is compared with (8).

The formula is not obtained by inserting a single microscopic slope. Since $s_i^2=1$ on every bond, $(1-s_i^2)/2$ vanishes everywhere, while the surface grows. The $m$ in (8) is the mean slope over many bonds.

### Limits and numerical evidence

The velocity is largest for a flat mean surface, $v(0)=1/2$. There one site in four is a minimum. Near $m=1$ there are few down-slopes, and

$$
v=\frac{(1-m)(1+m)}2\simeq1-m=2\rho .
$$

Each rare particle then hops almost freely at rate 1 and contributes a height change of 2 per hop. Near $m=-1$ the same holds for the rare empty bonds.

On a ring of 8 sites the rate matrix was built from height comparisons for each $N$ from 1 to 7, and its stationary vector was found numerically. No relative deviation from a uniform distribution exceeded $4\times10^{-15}$. At $m=0$ the velocity was 0.571429, in agreement with $\frac87\times\frac12$. Removing the ring factor gives 0.500000.

A second test used random deposition on 32 sites, starting from regular surfaces. After 150 time units of relaxation, the velocity was averaged over another 150 units and over 400 independent surfaces:

- For $m=0$ it was $0.5162\pm0.0011$; equation (7) gives 0.5161.
- For $m=0.5$ it was $0.3873\pm0.0009$; equation (7) gives 0.3871.

The uncertainties are standard errors of the mean. Within these errors, the initially regular surfaces have reached the stationary velocity after the relaxation time.

### Removal of deposited units

Suppose each local maximum is also lowered by 2 at rate $q$. This is a hop to the left. Removal adds $q$ times the number of maxima to the exit rate of a configuration, and it adds entries at rate $q$ from as many predecessors as there are minima. The two numbers are equal, so the uniform distribution remains stationary. Maxima and minima are equally frequent, and the infinite-line velocity becomes

$$
v(m)=(1-q)\frac{1-m^2}{2}. \tag{9}
$$

For $q=1$, filling and removal balance at every slope, and both the velocity and its curvature vanish. The 8-site calculation was repeated with $q=0.3$ for all seven values of $N$. Over both values of $q$, the largest absolute difference between the computed velocity and the ring form of (9) was $2\times10^{-16}$.

## 2. The KPZ coefficient, its units and its limits

### Quantities carried over

Heights $h_i$ on sites of unit spacing differ by $s_i=\pm1$ between neighbours. Local minima are raised by 2 at rate 1. Down-slopes are particles of density $\rho=(1-m)/2$ that hop to the right, where $m$ is the mean slope. At fixed particle number all configurations are equally likely in the stationary state. On an infinite line a site is a minimum with probability $p=(1-m^2)/4$, and the mean velocity is $v(m)=2p=(1-m^2)/2$. On a ring of $L$ sites both carry the factor $L/(L-1)$. For site spacing $a$, height step $b$ and attempt rate $k$, the physical slope is $M=bm/a$.

### How a tilt measures $\lambda$

The convention for the KPZ equation is

$$
\partial_t h=c+\nu\,\partial_x^2h+\frac\lambda2(\partial_xh)^2+\eta , \tag{10}
$$

where $c$ is a constant velocity, $\nu$ a smoothing coefficient and $\eta$ a noise of zero mean. The noise is uncorrelated in time, and its statistics do not depend on position. A short-distance cutoff that is also independent of position is understood, because the mean squared slope would otherwise be infinite.

Write $h=mx+g$, with $g$ periodic on a long interval. Then $\partial_xh=m+\partial_xg$ and

$$
\partial_tg=c+\frac\lambda2m^2+\lambda m\,\partial_xg
+\nu\,\partial_x^2g+\frac\lambda2(\partial_xg)^2+\eta . \tag{11}
$$

Average over the interval and over the noise. The integrals of $\partial_xg$ and $\partial_x^2g$ vanish because $g$ is periodic. What remains is

$$
v(m)=c+\frac\lambda2m^2+\frac\lambda2\langle(\partial_xg)^2\rangle . \tag{12}
$$

The last average might itself depend on $m$. To see that it does not, set $g(x,t)=G(y,t)+\lambda m^2t/2$ with $y=x+\lambda mt$. The chain rule gives

$$
\partial_tg=\partial_tG+\lambda m\,\partial_yG+\frac\lambda2m^2 .
$$

Both terms containing $m$ cancel against those in (11). The function $G$ obeys the equation for zero tilt, with noise $\eta(y-\lambda mt,t)$. Noise at different times is uncorrelated, and at any one time the shift is the same for all points, so the shifted noise has the same statistics. Hence the stationary $\langle(\partial_xg)^2\rangle$ is independent of $m$, and

$$
v(m)-v(0)=\frac\lambda2m^2. \tag{13}
$$

The single-step model gives $v(m)-v(0)=-m^2/2$. Therefore

$$
\boxed{\lambda=\frac{d^2v}{dm^2}=-1}. \tag{14}
$$

This identifies the coefficient of the KPZ equation that has the tilt response of the model. It does not prove that the lattice surface converges to that equation. The match is also made tilt by tilt. In the model the slope variance per bond is $1-m^2$, whereas in (10) with fixed $\nu$ and noise it does not depend on $m$, so the ratio of noise strength to $\nu$ has to be chosen anew for each tilt. The constant $v(0)=1/2$ fixes only the sum of $c$ and the fluctuation term in (12), not the two separately. If an equation is written with $\lambda(\partial_xh)^2$ and no factor $\frac12$, its coefficient is $-\frac12$ for the same surface.

To extract $\lambda$ from simulated velocities, use $2[v(m)-v(0)]/m^2$. The 32-site values in the first half give

$$
\frac{2(0.38734-0.51624)}{0.5^2}\times\frac{31}{32}=-0.999 ,
$$

with a standard error of 0.011 from the two velocities. The ring factor matters here, since without it the estimate is $-1.031$.

The stationary velocity $v(m)=(1-m^2)/2$ has been derived, and its response to tilt gives $\lambda=-1$ in lattice units. It remains to obtain this value independently from the drift of disturbances, to restore physical units, and to examine where the result applies.
